How Geometric Layer Occupancies Weaken a Crystal Truncation Rod

Suppose that the X-ray intensity midway between two Bragg points falls, during growth, to 29 per cent of its smooth-surface value. How rough is the surface? If all the disorder sits in one incomplete layer, the rms roughness is 0.42 layers. If the column heights follow the random-deposition law, it is 0.56 layers, and if the layer occupancies decrease geometrically, 0.78 layers. Without the factor that belongs to each height profile, the measured drop cannot be turned into a roughness. The notes below derive these factors, the geometric one in most detail.

**1. The smooth crystal**

Identical atomic layers lie at heights nd, with n an integer and d the layer spacing. Let q be the momentum transfer along the surface normal, θₙ the occupied fraction of layer n, and

φ = qd.

Scattering is kinematic: each atom scatters the incident wave once. On the specular rod the momentum transfer has no in-plane part, so all atoms of one layer scatter in phase. Layer n therefore contributes θₙ times the amplitude F of a full layer, with phase factor exp(iφn). The opposite sign convention would give the complex conjugate and the same intensity. The rod amplitude is

A = F Σₙ θₙ exp(iφn).

Adding amplitudes over the whole surface before squaring assumes a lateral coherence length much larger than the terraces. If it were much smaller, each coherent patch would see a flat terrace, the patch intensities would add, and the loss derived below would disappear.

For a smooth crystal all layers n ≤ 0 are full and the rest are empty. With n = −m and a weak amplitude loss ε per layer,

S = Σₘ₌₀ exp[−(iφ+ε)m] = 1/[1 − exp(−iφ−ε)].

Away from Bragg points ε may go to zero:

S = 1/[1 − exp(−iφ)].

Since |1 − exp(−iφ)|² = 2 − 2cos φ = 4 sin²(φ/2), the smooth intensity is

I₀ = |F|²/[4 sin²(φ/2)].

Limit: midway between Bragg points φ = π, so S = 1/2 and I₀ = |F|²/4. The layers alternate in sign, and their damped sum 1 − 1 + 1 − … tends to one half. At a Bragg point, φ = 2π × integer, I₀ diverges and kinematic theory fails. There only the ratio of rough to smooth intensity is used, as a limit.

**2. One incomplete layer**

Put a fraction Θ of a layer on top. The amplitude in units of F is S + Θ exp(iφ). Dividing by S means multiplying the second term by 1 − exp(−iφ):

(S + Θ exp(iφ))/S = 1 + Θ[exp(iφ) − 1] = (1−Θ) + Θ exp(iφ).

The squared modulus is

R₁ = (1−Θ)² + Θ² + 2Θ(1−Θ)cos φ.

Because (1−Θ)² + Θ² = 1 − 2Θ(1−Θ), this becomes

R₁ = 1 − 2Θ(1−Θ)(1−cos φ) = 1 − 4Θ(1−Θ) sin²(φ/2).

Limits: R₁ = 1 for Θ = 0 and for Θ = 1, since both surfaces are smooth. At φ = π, R₁ = (1−2Θ)², which vanishes at half coverage, where the two exposed levels cancel. Ideal layer-by-layer growth repeats this curve once per layer.

**3. Geometrically decreasing layers**

Now let

θₙ = bⁿ for n ≥ 1, with 0 ≤ b < 1,

while the layers n ≤ 0 remain full. The partial layers add

T = Σₙ₌₁ bⁿ exp(iφn) = b exp(iφ)/[1 − b exp(iφ)],

which converges because b < 1. Over a common denominator,

S + T = {1 − b exp(iφ) + b exp(iφ)[1 − exp(−iφ)]} / {[1 − exp(−iφ)][1 − b exp(iφ)]}.

The last term in the numerator is b exp(iφ) − b. Its first part cancels −b exp(iφ), and 1 − b remains:

S + T = (1−b) / {[1 − exp(−iφ)][1 − b exp(iφ)]}.

The first bracket is the smooth rod. With

|1 − b exp(iφ)|² = 1 + b² − 2b cos φ,

the intensity is I = I₀R, where

R = (1−b)²/[1 + b² − 2b cos(qd)].

Limits: b = 0 gives R = 1. At a Bragg point cos φ = 1, the denominator is (1−b)², and again R = 1: all layers scatter in phase, so the arrangement of atoms among them has no effect on the ratio. Midway, cos φ = −1 and

R = [(1−b)/(1+b)]².

Direct summation gives a further test. A substrate of 200 000 layers with amplitude loss 10⁻⁴ per layer, plus 120 partial layers, reproduces R to within 5×10⁻⁴ for b = 0.1, 0.3 and 0.6 at φ = 0.5, 1.7, π and 5.

On a non-specular rod, layer n acquires the extra phase n**G**·**c**, where **G** is the in-plane momentum transfer and **c** the lateral offset between successive layers. The same algebra holds with φ = qd + **G**·**c**, provided **c** is the same from each layer to the next, up to an in-plane lattice vector, in the film as in the substrate. If the offset alternates between **c** and −**c**, the formula holds only on rods where 2**G**·**c** is a multiple of 2π. This covers every rod of fcc(001), where **G**·**c** is 0 or π modulo 2π. In the ABAB stacking of a hexagonal close-packed crystal along its c axis it fails on the rods with **G**·**c** = ±2π/3 modulo 2π.

**4. Where the sequence must start**

A constant ratio between the partial layers is not enough. Let θₙ = θ₁bⁿ⁻¹ with a free first occupancy θ₁. Then T = θ₁ exp(iφ)/[1 − b exp(iφ)], and division by S gives

R' = |1 + θ₁w|², w = [exp(iφ) − 1]/[1 − b exp(iφ)].

For θ₁ = b the numerator collapses as before and R' = R. For θ₁ = 1,

1 + w = (1−b) exp(iφ)/[1 − b exp(iφ)],

which also gives R: layer 1 is then full, and the same surface has moved up by one layer. Away from Bragg points w ≠ 0, so R' is a quadratic in θ₁ and can take the value R at no more than two values of θ₁. These are the two. The geometric sequence must therefore start from a full layer.

The condition matters in practice. For b = 0.3 and θ₁ = 0.6 at φ = π,

R' = (1 − 2×0.6/1.3)² = 0.0059,

against R = 0.290 for θ₁ = b.

**5. The same result in terms of heights**

Assume that there are no overhangs, so that each column is filled up to a height h. The fraction of columns ending at h is

pₕ = θₕ − θₕ₊₁ = (1−b)bʰ, h = 0, 1, 2, …

A column of height h is the smooth column shifted up by h layers, with amplitude S exp(iφh). Averaging over columns gives

R = |Σₕ pₕ exp(iφh)|²,

for any height distribution. The geometric one sums to (1−b)/[1 − b exp(iφ)], as in section 3.

The mean height is the amount of material above the last full layer, in units of a layer. It equals the deposited amount if growth began on the smooth surface h = 0:

Θ = Σₙ₌₁ θₙ = b/(1−b).

For the second moment, write h² as the sum of the first h odd numbers. Layer n then contributes 2n−1 for each column that reaches it:

⟨h²⟩ = Σₙ₌₁ (2n−1)bⁿ = 2b/(1−b)² − b/(1−b).

Subtracting Θ² gives the variance

s² = [2b − b(1−b) − b²]/(1−b)² = b/(1−b)².

Since 1/(1−b) = 1+Θ, this is also s² = Θ(1+Θ). The denominator of R can be rewritten as

1 + b² − 2b cos φ = (1−b)² + 2b(1−cos φ) = (1−b)² + 4b sin²(φ/2),

and division by (1−b)² gives

R = 1/[1 + 4s² sin²(φ/2)].

The rms roughness s, in layers, is thus the one parameter of the factor.

Limit: for small b, R ≈ 1 − 4b sin²(φ/2), which is R₁ for a single layer with Θ = b to first order. The second layer enters at order b².

Midway between Bragg points 1 + 2Θ = (1+b)/(1−b), so

R = 1/(1+2Θ)².

If the profile stayed geometric while material was added, this intensity would fall steadily, without layer-by-layer oscillations. To find b from a measured R, take the positive root, √R(1+b) = 1−b, and solve:

b = (1−√R)/(1+√R).

**6. A second profile: random deposition**

If atoms land at random on an initially flat surface and stay in the column where they land, the heights follow the Poisson law pₕ = exp(−Θ)Θʰ/h!. Then

Σₕ pₕ exp(iφh) = exp{Θ[exp(iφ) − 1]}.

The squared modulus keeps twice the real part of the exponent:

R_P = exp[−2Θ(1−cos φ)] = exp[−4Θ sin²(φ/2)].

The variance is now s² = Θ, smaller than the geometric Θ(1+Θ) at the same coverage. The geometric profile is therefore not what random deposition without interlayer transport produces. It is a model, to be justified for each surface. A fit of intensities along the whole rod can rule it out but cannot prove it: the mirror-image profile, with pits in place of mounds, only turns Σₕ pₕ exp(iφh) into its complex conjugate and gives the same R.

Written in terms of x = 4s² sin²(φ/2), the three factors are

one incomplete layer: 1 − x
random deposition: exp(−x)
geometric: 1/(1+x).

They agree to first order in x. Close enough to a Bragg point that x ≪ 1, the rod therefore measures s² whichever of the three profiles holds, whereas midway the profile matters. With R = 0.290 at φ = π, where x = 4s²:

one layer: s² = (1−0.290)/4 = 0.178, s = 0.42
random: s² = −ln(0.290)/4 = 0.310, s = 0.56
geometric: s² = (1/0.290−1)/4 = 0.612, s = 0.78.

These are the three readings quoted at the start.

**7. Where the missing intensity goes**

Take N straight columns on a lateral lattice. A full layer has amplitude F, so each of its N atoms contributes F/N, and the column amplitudes are Aⱼ = (F/N)S exp(iφhⱼ). Roughness changes their phases but not their moduli. Parseval's theorem for the lateral Fourier sum Ã(**Q**), at fixed φ, gives

Σ_Q |Ã(**Q**)|² = N Σⱼ |Aⱼ|² = |FS|² = I₀.

The term **Q** = 0 is the rod and equals I₀R. The remainder, I₀(1−R), is diffuse scattering. In this model roughness moves intensity sideways and destroys none. With a lateral offset between layers φ itself varies with **Q**, so this balance is stated for straight columns; the specular result does not need that restriction.

A random surface of 262 144 independent columns with b = 0.3 tests the rod factor at φ = π. It gives 0.287, against 0.290 from the formula. The diffuse part, 0.713, then follows from the balance above and is not a separate test of the profile. The expected sampling scatter follows from exp(iπh) = ±1 with mean √R: it is 2√R√(1−R)/√N ≈ 0.002, so the difference of 0.003 is unremarkable. Inverting the simulated rod factor returns b = 0.3025.

**8. Relaxed and vibrating surface atoms**

Let the position and vibration of an atom depend only on its depth below the top of its own column. If all columns had height h, the rod amplitude would then be C exp(iφh), with a common C in place of FS. Averaging over the columns gives C Σₕ pₕ exp(iφh). The smooth rod changes to |C|², while R is unchanged. This fails for atoms at step edges, whose surroundings differ from those on a terrace, and it requires the same surface structure before and after roughening.

**9. Example: silver on Ag(001)**

Consider X-ray monitoring of silver growth on Ag(001) near room temperature. The model inputs are set to d = 0.204 nm, a photon energy of 10 keV and an attenuation length of 8 μm; they represent silver only roughly. The ratio b = 0.3 is chosen to represent moderate roughness; it is not a measured value. The geometric profile is an illustration here, not a description of this growth. Starting from a flat surface, deposition without interlayer transport gives s² = Θ and downward hops make the film smoother still, whereas the geometric profile has the larger s² = Θ(1+Θ). Silver on Ag(001) near room temperature grows close to layer by layer, so below one monolayer the single incomplete layer is the nearer picture.

The occupancies above the last full layer are 0.3, 0.09, 0.027, …, and the exposed fractions are 0.7, 0.21, 0.063, …. Then

Θ = 0.3/0.7 = 0.429 layers
s² = 0.3/0.49 = 0.612, s = 0.782 layers, or 0.160 nm.

With (1−b)² = 0.49 and 1+b² = 1.09, and intensities in units of |F|²:

qd/2π = 0.10: R = 0.49/(1.09 − 0.6×0.809) = 0.810; intensity 2.618 → 2.122
qd/2π = 0.25: R = 0.49/1.09 = 0.450; intensity 0.500 → 0.225
qd/2π = 0.50: R = 0.49/1.69 = 0.290; intensity 0.250 → 0.072.

The last position is q = π/d = 15.4 nm⁻¹. Of the three positions it shows the largest relative drop, but also the weakest intensity.

Now hold the coverage fixed at 0.429 layers and change the profile. Midway between Bragg points:

geometric: s = 0.78 layers, factor 0.290
random: s = 0.65 layers, factor 0.180
one incomplete layer: s = 0.49 layers, factor 0.020.

The roughest of these surfaces reflects most. At φ = π the amplitude ratio is the exposed fraction at even heights minus that at odd heights. For the geometric surface this is 0.7 − 0.21 + 0.063 − … = 0.538; for one incomplete layer, with Θ = 3/7, it is 4/7 − 3/7 = 0.143. The intensity at this point measures the imbalance between even and odd levels. Within each of the three families treated here it falls as the roughness grows, but it does not rank surfaces from different families.

**10. What the model leaves out, and how much it matters**

Of the assumptions examined numerically for this example, the geometric profile matters most. Replacing it by the random one moves the midway factor from 0.290 to 0.180 at equal coverage, or to 0.086 at equal rms roughness. The other effects estimated here are much smaller for the inputs chosen, though the detector effect depends strongly on terrace size.

Diffuse intensity enters a detector of finite width. Let independent square terraces of side L = 20 nm cover the surface, and let the detector accept a width W = 0.05 nm⁻¹ in both in-plane directions. A terrace of side L spreads its diffuse intensity in each direction as [sin(πt)/(πt)]², with t = QL/2π. The captured share is

g = {∫ [sin(πt)/(πt)]² dt}², from −WL/4π to WL/4π.

Here WL/2π = 0.159 and g = 2.5 per cent. Relative to the rod this adds g(1−R)/R = 0.025×0.710/0.290, or about 6 per cent, at the midway point. While WL/2π is small, g grows as L², so larger terraces need a narrower detector: with the same W and L = 50 nm the addition is already about 36 per cent. As a test of g, eight simulated surfaces of 128×128 terraces, each 8×8 columns, with WL/2π = 33/128, gave a mean share of 0.0640 against 0.0641 from the integral. The sampling noise of this mean is about 1.5 per cent, so the closer agreement is accidental.

An assumed inward shift of the top layer by 2 per cent of d raises the smooth midway intensity by 0.8 per cent. An assumed extra mean-square vibration of 5×10⁻⁵ nm² in that layer lowers it by 2.4 per cent. Under the conditions of section 8 both cancel in R.

Absorption, refraction and multiple scattering were estimated together by treating each laterally averaged layer as a thin partially reflecting sheet and summing all reflections between sheets. The scattering strength was set to the full 47 electrons per atom, which ignores the fall of the atomic form factor with q. One full layer then reflects an amplitude of 1.3×10⁻³ at the midway point, and R changes by less than 0.5 per cent at qd/2π = 0.10, 0.25 and 0.50. At these three positions the kinematic factor is adequate for the example; at the Bragg points themselves the absolute intensity needs the full treatment. The numerical output below lists the values used here.

Computed values

```
INPUTS (rough values for silver on Ag(001))
occupancy ratio b = 0.3
layer spacing d = 0.204 nm
photon energy = 10.0 keV
attenuation length = 8.0 um
scattering strength per atom = 47 electrons
RESULTS
occupancies of layers 1 to 4 = [0.3    0.09   0.027  0.0081]
exposed fractions h = 0 to 3 = [0.7    0.21   0.063  0.0189]
coverage = 0.4286 layers
height variance = 0.6122 layers^2
rms roughness = 0.7825 layers
rms roughness = 0.1596 nm
q midway between Bragg points = 15.400 1/nm
qd/(2 pi), smooth intensity, factor R, rough intensity:
  0.10  2.6180  0.8105  2.1218
  0.25  0.5000  0.4495  0.2248
  0.50  0.2500  0.2899  0.0725
SIMULATED SURFACE, midway between Bragg points
columns = 262144
rod factor = 0.2868
diffuse part over smooth rod = 0.7132
recovered b = 0.3025
OTHER PROFILES, factor midway between Bragg points
theta_1 = 0.6, then ratio b: 0.0059
random, same coverage: 0.1801
random, same variance: 0.0864
one partial layer, same coverage: 0.0204
its rms roughness = 0.4949 layers
random rms, same coverage = 0.6547 layers
NEGLECTED EFFECTS, midway unless a position is given
top-layer shift = -2.0 % of d
  change of smooth rod = 0.79 %
extra top-layer vibration = 5.0e-05 nm^2
  change of smooth rod = -2.35 %
terrace side = 20 nm, window = 0.05 1/nm
  captured diffuse share = 2.50 %
  excess over rod intensity = 6.12 %
share test: simulated 0.0640, formula 0.0641
reflection amplitude of one layer = 1.30e-03
absorption loss of amplitude per layer = 1.68e-04
smooth-surface reflectivity = 4.22e-07
qd/(2 pi), change of R by full scattering:
  0.10  0.449 %
  0.25  0.253 %
  0.50  -0.008 %
```
